Berry connection polarizability: two bands, three bands and the quantum metric

**Problem**

An electron of charge −e (e > 0) occupies band n of a crystal. The periodic part of its Bloch state is |u_n(k)>, its energy is ε_n(k), and no other band touches it at the k considered. The electrons are independent. The Berry connection

A_a(k) = i<u_n|∂_a u_n>,  ∂_a = ∂/∂k_a,

fixes the centre of a wave packet within the cell. A weak, uniform, static field E polarizes the Bloch state and changes the connection by

δA_a = G_ab E_b,

with summation over the repeated index b. The tensor G is the Berry connection polarizability. For a packet with a fixed envelope in k, it is the displacement of the centre per unit field. It matters for nonlinear transport because it changes the Berry curvature by

δΩ_z = ∂_x δA_y − ∂_y δA_x = (∂_x G_yb − ∂_y G_xb) E_b.

The anomalous velocity is the product of field and curvature, so this change enters at second order in E.

The quantum metric g_ab measures how fast the state changes with k:

1 − |<u_n(k)|u_n(k+dk)>|² = g_ab dk_a dk_b.

(a) Estimate the size of G from g and a gap Δ.

(b) Find G for a two-band model. Evaluate it at the centre of a massive Dirac valley with lattice constant a = 0.32 nm, hopping t = 1.1 eV and gap Δ = 1.7 eV, and find the displacement at 1 MV/cm.

(c) Decide whether the metric and one gap still determine G when there are three bands.

**First estimate by scaling**

Let ℓ be the length that couples the occupied band to its neighbour through the position operator. The field energy coupling the two states is eEℓ, so the admixed amplitude is of order eEℓ/Δ. An admixture of this amplitude moves the centre by about ℓ times the amplitude. With ℓ² of order g,

|G| ~ eg/Δ.

For the valley, take v = at = 0.352 eV nm, where v stands for ħ times the velocity, and ℓ = v/Δ = 0.207 nm. Then g ~ ℓ² = 0.0429 nm², and

|G| ~ 0.0429/1.7 = 0.025 nm²/V.

Here an energy in eV divided by e is a potential in V. At 1 MV/cm = 0.1 V/nm the displacement is about 2.5 pm. The estimate gives neither the sign nor the numerical factor, and it does not say which gap to use if there are several.

**Exact solution: the first-order response**

The field adds the energy +eE·r, since the charge is −e. Its action on a Bloch function follows from the product rule:

r_b e^(ik·r)|u_n> = −i∂_b(e^(ik·r)|u_n>) + e^(ik·r) i|∂_b u_n>.

The first term differentiates the Bloch function along its own band; it belongs to the motion of k. The second can be expanded in the states at the same k, with coefficients

A^b_mn = i<u_m|∂_b u_n>.

The terms with m ≠ n are the interband part of the position. Differentiating <u_m|u_n> = 0 gives A^b_nm = (A^b_mn)*, as a Hermitian operator requires. First-order perturbation theory then gives

|δu> = Σ_(m≠n) c_m|u_m>,  c_m = eE_b A^b_mn/(ε_n − ε_m).

This requires |c_m| ≪ 1. The phase of the perturbed state is chosen so that <u_n|δu> = 0; any other smooth choice would change A by a gauge term and not by a physical shift.

To first order in the field,

δA_a = i<δu|∂_a u_n> + i<u_n|∂_a δu>.

Differentiating <u_n|δu> = 0 gives <u_n|∂_a δu> = −<∂_a u_n|δu>. The second term is therefore −i<∂_a u_n|δu>, the complex conjugate of the first, and

δA_a = 2 Re i<δu|∂_a u_n> = 2 Re Σ_(m≠n) c_m* A^a_mn.

Since c_m* = eE_b A^b_nm/(ε_n − ε_m), and since a number and its conjugate have the same real part,

G_ab = 2e Σ_(m≠n) g^(nm)_ab/(ε_n − ε_m),  g^(nm)_ab = Re(A^a_nm A^b_mn).  (1)

The metric contains the same numerators. Expanding the overlap in its definition to second order gives

g_ab = Re<∂_a u_n|(1 − P)|∂_b u_n>,  P = |u_n><u_n|.

Insert 1 − P = Σ_(m≠n)|u_m><u_m|, and use <u_m|∂_b u_n> = −iA^b_mn and <∂_a u_n|u_m> = +iA^a_nm. The factors of i cancel:

g_ab = Σ_(m≠n) g^(nm)_ab.  (2)

The metric adds the contributions of the other bands with equal weights. The polarizability weights each by an inverse energy difference.

**Two bands**

With a single other band m, the sums in (1) and (2) have one term each, and it is the same term:

G_ab = 2e g_ab/(ε_n − ε_m).  (3)

This holds at every k where the bands are separate. A tilt or a difference in curvature between the bands does not alter it, because only the energy difference appears. G is negative for the lower band: the electron moves against the field, as a negative charge should. For the upper band the sign is reversed, because the admixed state lies below.

For the Dirac valley,

H = v(k_x σ_x + k_y σ_y) + (Δ/2)σ_z.

The connection follows from differentiating (H − ε_n)|u_n> = 0 and projecting on <u_m|:

<u_m|∂_a H|u_n> + (ε_m − ε_n)<u_m|∂_a u_n> = 0,

A^a_mn = i<u_m|∂_a H|u_n>/(ε_n − ε_m).  (4)

At k = 0 the lower state is (0,1), the upper (1,0), and ε_n − ε_m = −Δ. The matrix elements of ∂_x H = vσ_x and ∂_y H = vσ_y are v and −iv. Hence A^x_mn = −iv/Δ and A^y_mn = −v/Δ. The product A^x_nm A^y_mn is imaginary, so g_xy = 0, and

g_xx = g_yy = v²/Δ²,  G_xx = G_yy = −2ev²/Δ³.

The numbers are

g_xx = (0.2071 nm)² = 0.04287 nm²,

G_xx = −2 × 0.04287/1.7 = −0.0504 nm²/V,

δx = −0.0504 × 0.1 nm = −5.0 pm.

As a test of (3), the Hamiltonian with its interband field term was diagonalized in small finite fields and the Berry connection was differenced directly. This also gives −0.0504 nm²/V.

Away from the centre, let ε = √(v²k² + Δ²/4), so that the gap is 2ε. The state is a spinor along a unit vector with polar angle θ, where tan θ = 2vk/Δ. Two spinors whose directions differ by a small angle γ have squared overlap cos²(γ/2) ≈ 1 − γ²/4, so the metric is one quarter of the squared rate of turning. A radial step turns the vector at the rate dθ/dk = vΔ/(2ε²), an azimuthal step at the rate sin θ/k = v/ε. Dividing by the gap as in (3),

G_radial = −ev²Δ²/(16ε⁵),  G_azimuthal = −ev²/(4ε³).

Both reduce to −2ev²/Δ³ at ε = Δ/2. Far from the centre they fall as k⁻⁵ and k⁻³. When the gap closes at k = 0, G grows as Δ⁻³ at fixed v, two powers coming from the metric and one from the denominator. The linear response then fails once eEv/Δ² is no longer small.

**Three bands: a counter-example**

It is enough to find two models with the same metric and the same gap but different G. Let X = ℓk_x, Y = ℓk_y, s² = 1 + X² and N² = 1 + X² + Y², and take the real vectors

u_0 = (1, X, Y)/N,
e_1 = (−X, 1, 0)/s,
e_2 = (−Y, −XY, s²)/(Ns).

They are orthonormal. The scalar products e_1·u_0 and e_1·e_2 are proportional to −X + X and XY − XY. The product e_2·u_0 is proportional to Y(−1 − X² + s²) = 0. The squared length of the bracket in e_2 is Y²(1 + X²) + s⁴ = s²(Y² + s²) = s²N², which its denominator cancels.

Let P_1 and P_2 project on e_1 and e_2, and let Δ1 ≠ Δ2 be positive. Define

model A: H = Δ1 P_1 + Δ2 P_2,
model B: H = Δ2 P_1 + Δ1 P_2.

At every k both models have the energies 0, Δ1 and Δ2, and both have the same lowest state u_0. They therefore share the metric of the lowest band and both gaps. They differ in which upper state has which energy.

The couplings are i e_m·∂_a u_0. The derivative of 1/N gives a vector along u_0, orthogonal to e_m, so it drops out. What remains is ∂_x(1, X, Y) = (0, ℓ, 0) and ∂_y(1, X, Y) = (0, 0, ℓ), each divided by N:

e_1·∂_x u_0 = ℓ/(Ns),  e_1·∂_y u_0 = 0,
e_2·∂_x u_0 = −ℓXY/(N²s),  e_2·∂_y u_0 = ℓs/N².

At k = 0, X = Y = 0 and N = s = 1. Then e_1 couples to u_0 only through x and e_2 only through y, each with length ℓ. Equations (2) and (1) give

both models: g_xx = g_yy = ℓ², g_xy = 0;
model A: G_xx = −2eℓ²/Δ1, G_yy = −2eℓ²/Δ2;
model B: G_xx = −2eℓ²/Δ2, G_yy = −2eℓ²/Δ1.

So the metric and one gap cannot determine G; nor can the metric and both gaps. Model A alone already excludes the form G = −2eg/Δ_eff with a single effective gap, because its metric is isotropic and its polarizability is not.

With the valley's ℓ, Δ1 = 1.7 eV and Δ2 = 3.4 eV, the metric is 0.0429 nm² along both axes. Model A has G_xx = −0.0504 and G_yy = −0.0252 nm²/V; model B has these values interchanged. The ratio −2eg/G in model A is 1.7 eV along x and 3.4 eV along y.

At k = 0 a quarter turn of the tensor takes one polarizability into the other. At most other k no rotation of the tensor does. The yy component comes from e_2 alone:

G_yy = −2eℓ²s²/(N⁴Δ2) in A,  −2eℓ²s²/(N⁴Δ1) in B.

These differ at every k. For xx,

g_xx = ℓ²[1/(N²s²) + X²Y²/(N⁴s²)] = ℓ²(1 + Y²)/N⁴,

where N² + X²Y² = s²(1 + Y²) was used, and

G_xx = −2eℓ²[1/(N²s²Δ1) + X²Y²/(N⁴s²Δ2)] in A,

with Δ1 and Δ2 exchanged in B. On the line Y = 0, where N = s, the traces are

A: −2eℓ²[1/(s⁴Δ1) + 1/(s²Δ2)],  B: −2eℓ²[1/(s⁴Δ2) + 1/(s²Δ1)].

For X ≠ 0 they are unequal, and no rotation of a tensor can change its trace. The same metric and the same gaps at one k thus allow polarizabilities that differ even in their trace. At k_x = 2 nm⁻¹, k_y = 1 nm⁻¹, both models have g_xx = 0.0303 nm², while G_xx is −0.0356 nm²/V in A and −0.0179 nm²/V in B.

The flat bands are a convenience. Expanding model A to first order in k gives the matrix with diagonal (0, Δ1, Δ2) and couplings −Δ1X and −Δ2Y from the first orbital to the other two. By (4), G at k = 0 needs only H and its first derivatives there, so this linear model has the same G, although its bands are not flat.

The difference also survives in a periodic crystal with the full position operator. Replace X by λ sin(ka) and Y by λ(1 − cos(ka)) in a chain with λ = 0.6 and all orbitals at the cell origin, and fill the lowest band. A filled band is unchanged by the motion of k, so the displacement per cell and field, summed over electrons, should be the zone average of G. Open chains of 40 and 60 cells were diagonalized; the difference of their responses, which removes the ends, gives −0.01910 nm²/V per cell for A and −0.01798 nm²/V for B. The zone averages agree with these values. The two insulators have the same bulk bands and the same filled states, yet A is about 6 % more polarizable than B.

**What the metric still tells, and what is missing**

For a lowest band, write Δ_m = ε_m − ε_0 > 0. For any real vector w,

w_a g^(0m)_ab w_b = |w_a A^a_m0|² ≥ 0.

Each contribution to −G is thus a non-negative term divided by Δ_m. Replacing all Δ_m by the largest or the smallest gives

2e w·g·w/Δ_max ≤ −w·G·w ≤ 2e w·g·w/Δ_min.

Models A and B reach both limits at k = 0, so the bounds cannot be tightened without further data. They close when the upper bands are degenerate.

For three bands one more tensor suffices:

M_ab = Re<∂_a u_0|(H − ε_0)|∂_b u_0> = Σ_m Δ_m g^(0m)_ab.

The component of the derivatives along u_0 drops out because (H − ε_0)|u_0> = 0. For m = 1 and m = 2 alike,

1/Δ_m = (Δ1 + Δ2 − Δ_m)/(Δ1Δ2).

Multiplying by −2e g^(0m)_ab and summing,

G_ab = −2e[(Δ1 + Δ2)g_ab − M_ab]/(Δ1Δ2).

In model A at k = 0, M_xx = Δ1ℓ² and M_yy = Δ2ℓ², which returns the two values found above.

**Comparison of the estimate with the exact result**

For two bands the estimate eg/Δ has the correct dependence on metric and gap, but is half the exact magnitude: 0.025 against 0.050 nm²/V. The factor 2 arises because the admixture enters the connection once through the bra and once through the ket. The sign comes from ε_n − ε_m.

For three bands the estimate fails in a way that no common factor repairs. With the smaller gap and the factor 2 included, it gives G_xx of model A correctly and doubles the magnitude of G_yy. For a lowest or highest band it remains an order-of-magnitude rule when the gaps that carry the metric are comparable. For a band with neighbours on both sides the contributions have opposite signs and can cancel, so that G may vanish while the metric does not.

**The valley beside a real material**

The two-band parameters are rough values for monolayer MoS2. The three-band pair is not a model of that material: the threefold axis at its valley centre makes a symmetric in-plane tensor isotropic, so the xx–yy difference would need lower symmetry. Of the changes tried here, the choice of gap moves the number most. Adding a rough exciton binding of 0.5 eV, to imitate the larger quasiparticle gap, changes G by −54 % at fixed v. Again at fixed v, shifting the gap down or up by half of a rough 0.15 eV spin-orbit splitting changes G by +14 % or −12 %. A remote band 3.4 eV above the occupied one, coupled with the same v, would add 12.5 %; one as far below it would subtract as much. For a hole with kinetic energy kT at 300 K, the directional average of G is 11 % smaller in magnitude than at the centre. Thus −0.05 nm²/V gives only the order of magnitude for the real material; even its first figure depends on the gap and velocity chosen. Local fields and electron–hole attraction in the response are left out, as is scattering.

The displacement is proportional to the field, so at 10 kV/cm it would be 0.05 pm. Even at 1 MV/cm the linear response of the state at a given k holds within the model. A single packet does not keep a fixed envelope in such a field, however. Its k moves at the rate eE/ħ, and the ordinary band drift, of size |ε(k) − Δ/2|/(eE), reaches 5 pm about 0.55 fs after the packet leaves the valley centre, a time comparable to ħ/Δ = 0.39 fs. The 5 pm is therefore the polarization of the state at k = 0, as it enters the sum over a filled band or the curvature, and not the distance a free carrier is seen to move. With k held fixed, saturation of the two-level mixing lowers the displacement by 0.03 %. The motion of k enters at the same order in the field and outweighs this, so the net correction at the valley centre is an increase. Its size depends on the definition at this order: with x = eEv/Δ² = 0.0122 it is 16x² = 0.24 % for the Berry connection with the overlap on |u_n> chosen real, and 10x² = 0.15 % for the expectation value of the interband position. The Landau–Zener probability exp[−π(Δ/2)²/(veE)] = exp(−64.5) for a passage through the valley centre is negligible. The numerical output lists the values behind these estimates, except the correction from the motion of k. The model leaves out carrier heating and avalanche breakdown, which can limit a static field of this size in a real layer.

Computed values

```
Lattice constant (rough): 0.32 nm
Hopping (rough): 1.10 eV
Gap Delta = Delta1 (rough): 1.70 eV
Second gap Delta2: 3.40 eV
hbar*velocity v: 0.3520 eV nm
Interband length ell = v/Delta: 0.20706 nm
Field: 1.0 MV/cm = 0.10 V/nm
Two-band metric g_xx at valley centre: 0.042873 nm^2
Two-band G_xx, lower band, from definition: -0.05044 nm^2/V
Two-band 2 e g_xx/(eps_n-eps_m): -0.05044 nm^2/V
Two-band displacement at this field: -5.044 pm
Three-band metric g_xx at k=0: 0.042873 nm^2
Three-band metric g_yy at k=0: 0.042873 nm^2
Model A G_xx at k=0: -0.05044 nm^2/V
Model A G_yy at k=0: -0.02522 nm^2/V
Model B G_xx at k=0: -0.02522 nm^2/V
Model B G_yy at k=0: -0.05044 nm^2/V
Model A effective gap -2e g/G, xx: 1.700 eV
Model A effective gap -2e g/G, yy: 3.400 eV
Off-centre point kx, ky: 2.0, 1.0 nm^-1
Off-centre g_xx, both models: 0.030319 nm^2
Off-centre G_xx, model A: -0.03556 nm^2/V
Off-centre G_xx, model B: -0.01794 nm^2/V
Chain mixing parameter: 0.6 (dimensionless)
Chain A, open-chain shift per cell and field: -0.0191014 nm^2/V
Chain A, zone average of G: -0.0191014 nm^2/V
Chain B, open-chain shift per cell and field: -0.0179771 nm^2/V
Chain B, zone average of G: -0.0179771 nm^2/V
Tunnelling test, mu = 0.5: numerical probability 0.4559
Tunnelling test, exp(-pi mu^2): 0.4559
Zener exponent in example: 64.5 (dimensionless)
Zener probability per passage: 9.9e-29
Field saturation of displacement: -0.0297 %
Temperature: 300 K, kT = 0.02585 eV
Thermal excitation factor exp(-Delta/2kT): 5.3e-15
Change of G for a hole of kinetic energy kT: -11.3 %
Spin-orbit splitting (rough): 0.15 eV
Change of G, gap lowered by half splitting: 14.5 %
Change of G, gap raised by half splitting: -12.1 %
Remote band at Delta2 with equal v adds to G: 12.5 %
Exciton binding (rough), added to gap: 0.50 eV
Change of G with that larger gap, fixed v: -53.9 %
```
